# Deviation from the thermal Matthiessen rule with two trial functions

## Problem

Electrons in a metal carry heat while impurities and phonons scatter them. The thermal Matthiessen rule adds the two thermal resistivities, $W\approx W_i+W_{ph}$. Here each $W$ is the reciprocal of a thermal conductivity, with the impurities alone, the phonons alone, or both present.

Take a spherical Fermi surface with one electron per atom, elastic impurity scattering at an energy-independent rate, and longitudinal Debye phonons in equilibrium. The squared coupling is proportional to the phonon wavenumber $q$, umklapp is omitted, and all results are to leading order in $k_BT/E_F$. Let $x=(E-\mu)/k_BT$, and describe the electron distribution by the odd functions $x$ and $x^3$.

(a) Find $W-W_i-W_{ph}$ and its sign. (b) Find the temperature $T^*$ at which

$$\delta=\frac{W-W_i-W_{ph}}{W_i+W_{ph}}$$

is largest. Use rough values for a copper heat link: electron density $n=8.5\times10^{28}\ \mathrm{m^{-3}}$, Debye temperature $\Theta=330$ K, phonon resistivity 15.5 nΩ m at 293 K, and residual resistivity $\rho_0=0.155$ nΩ m.

Thermal resistivities are compared through $L_0TW$, with $L_0=\pi^2k_B^2/3e^2$. This is an electrical resistivity, and for impurities it equals $\rho_0$.

## First estimate by scaling

At low temperature a phonon hardly turns an electron, but it changes the electron's energy by about $k_BT$, which is enough to degrade a heat current. With $z=\hbar\omega/k_BT$, coupling and phase space give $z^2$, the squared energy change gives $z^2$, the width of the band of participating electrons gives $z$, and the phonon number gives $e^{-z}$. The weight $z^5e^{-z}$ peaks at $z=5$. As a rough crossover, take the low-temperature law $L_0TW_{ph}\propto T^3$ to end at $\Theta/5=66$ K, although the rise slows gradually and begins to do so well below this.

Above 66 K, let the phonon resistivity be linear in $T$. At 66 K it is $15.5\times66/293=3.49$ nΩ m. Continued downward as $T^3$, it equals $\rho_0$ at

$$T\approx66\,(0.155/3.49)^{1/3}\ \mathrm K\approx23\ \mathrm K .$$

For the size, suppose that two equal groups of electrons have phonon resistivities 1 and 2 and conduct in parallel. Phonons alone give $2/(1+1/2)=4/3$. Adding an equal impurity part, $4/3$, to each group gives $2/(3/7+3/10)=140/51$, against the sum $8/3$. The excess is 2.9 %. The estimate is thus a few per cent near 20 K.

## Solution

### Variational form

Write $f=f_0+F(x)\,g(x)\cos\alpha$, where $F=-df_0/dx=f_0(1-f_0)$ and $\alpha$ is the angle between the velocity and $\nabla T$. Since $\nabla f_0=xF\,\nabla T/T$, the steady Boltzmann equation is

$$Pg=-\frac{v_F|\nabla T|}{T}\,xF ,$$

where $P$ is the positive, symmetric scattering operator. The heat current along $\nabla T$ is $\tfrac13N_Fv_F(k_BT)^2\int xFg\,dx$, with $N_F$ the density of states for both spins. Using $N_Fv_F^2/3=n/m$,

$$\kappa=\frac{nk_B^2T}{m}\,Y,\qquad Y=\int xF\,g_*\,dx,\qquad Pg_*=xF .$$

Let $Q[g]=\int g\,Pg\,dx$. For any $g$ with $\int xFg\,dx=1$, the Cauchy–Schwarz inequality gives

$$1=\Big(\int g\,Pg_*\,dx\Big)^2\le Q[g]\,Q[g_*]=Q[g]\,Y .$$

Equality holds for $g\propto g_*$, so $1/Y=\min Q$ and

$$L_0TW=\frac{\pi^2}{3}\frac{m}{ne^2}\min Q[g].$$

A restricted set of trial functions gives an upper bound on each $W$. Moreover, $Q=Q_i+Q_{ph}$, and the minimum of a sum is no smaller than the sum of the separate minima. The deviation is therefore non-negative in any fixed trial space.

### An orthogonal pair

The substitution $u=f_0$ gives

$$\int Fe^{\lambda x}dx=\int_0^1\Big(\frac{1-u}{u}\Big)^\lambda du=\frac{\pi\lambda}{\sin\pi\lambda}.$$

Its expansion in $\lambda$ gives $\langle x^2\rangle=\pi^2/3$, $\langle x^4\rangle=7\pi^4/15$ and $\langle x^6\rangle=31\pi^6/21$, where $\langle\cdot\rangle$ is the average with weight $F$. Replace $x^3$ by

$$h=x^3-\beta x,\qquad \beta=\frac{\langle x^4\rangle}{\langle x^2\rangle}=\frac{7\pi^2}{5},$$

so that $\langle xh\rangle=0$. Then

$$c\equiv\langle h^2\rangle=\langle x^6\rangle-\beta\langle x^4\rangle=\frac{144\pi^6}{175}=791.1 .$$

The normalized trial function is $g=(3/\pi^2)(x+ah)$. Impurities give $Q_i[g]=\langle g^2\rangle/\tau_0$, with $\rho_0=m/(ne^2\tau_0)$. Inserting $g$,

$$L_0TW=\frac{3}{\pi^2}\min_a\Big[\rho_0\Big(\frac{\pi^2}{3}+ca^2\Big)+A+2aB+Ca^2\Big],$$

where $A,B,C$ are the phonon elements between $x$ and $x$, $x$ and $h$, and $h$ and $h$, each multiplied by $m/ne^2$.

### The phonon operator

On the Fermi sphere $q^2=2k_F^2(1-\cos\theta)$, so the area of final states is proportional to $q\,dq$. With the coupling, the weight is $Gq^2dq$, where $G$ is a constant. Let $t=T/\Theta$, $R=q_D/k_F=2^{1/3}$ and $q=q_Dtz$. Then $1-\cos\theta=R^2t^2z^2/2$. With $N=1/(e^z-1)$, loss minus gain is

$$Pg=Gq_D^3t^3\int_0^{1/t}dz\,z^2\Big\{f_0(x)[1-f_0(x+z)]N[g(x)-\cos\theta\,g(x+z)]$$
$$\qquad+f_0(x)[1-f_0(x-z)](N+1)[g(x)-\cos\theta\,g(x-z)]\Big\}.$$

Multiply by $g(x)$, integrate, and shift $x\to x+z$ in the emission term. Detailed balance, $f_0(x+z)[1-f_0(x)](N+1)=f_0(x)[1-f_0(x+z)]N$, gives both terms the same weight. With $g'=g(x+z)$ their sum contains

$$g^2+g'^2-2\cos\theta\,gg'=(g-g')^2+R^2t^2z^2gg' .$$

The first part is energy exchange and the second is turning.

Next use $f_0(x)[1-f_0(x+z)]=[f_0(x)-f_0(x+z)]/(1-e^{-z})$ and put $y=x+z/2$. The difference of Fermi functions is $\int_{-z/2}^{z/2}F(y+v)\,dv$, so its moments $M_k=\int y^k[f_0(y-\tfrac z2)-f_0(y+\tfrac z2)]dy$ follow from the averages above:

$$M_0=z,\quad M_2=\frac{z^3}{12}+\frac{\pi^2z}{3},\quad M_4=\frac{z^5}{80}+\frac{\pi^2z^3}{6}+\frac{7\pi^4z}{15},$$
$$M_6=\frac{z^7}{448}+\frac{\pi^2z^5}{16}+\frac{7\pi^4z^3}{12}+\frac{31\pi^6z}{21}.$$

The remaining weight in $z$ is $z^2e^z/(e^z-1)^2$.

**Energy exchange.** The differences are $x'-x=z$ and $h'-h=z(3y^2+z^2/4-\beta)$. The element $A$ receives $z^2M_0=z^3$. The element $B$ receives

$$z^2\Big[3M_2+\Big(\frac{z^2}{4}-\beta\Big)M_0\Big]=z^2\Big[\frac{z^3}{2}-\frac{2\pi^2z}{5}\Big].$$

For $C$, the average of $(3y^2+z^2/4-\beta)^2$ has three parts:

$$9M_4=\frac{9z^5}{80}+\frac{3\pi^2z^3}{2}+\frac{21\pi^4z}{5},$$
$$6\Big(\frac{z^2}{4}-\beta\Big)M_2=\frac{z^5}{8}-\frac{\pi^2z^3}{5}-\frac{14\pi^4z}{5},$$
$$\Big(\frac{z^2}{4}-\beta\Big)^2M_0=\frac{z^5}{16}-\frac{7\pi^2z^3}{10}+\frac{49\pi^4z}{25}.$$

Their sum is $3z^5/10+3\pi^2z^3/5+84\pi^4z/25$, to be multiplied by $z^2$.

**Turning.** Put $u=xx'=y^2-z^2/4$, and note that $x^2+x'^2=2(y^2+z^2/4)$. The products are $u$ for $A$, the symmetrized $u(y^2+z^2/4-\beta)$ for $B$, and $u^3-2\beta u(y^2+z^2/4)+\beta^2u$ for $C$. The first two integrate to

$$M_2-\frac{z^2M_0}{4}=\frac{\pi^2z}{3}-\frac{z^3}{6},$$
$$M_4-\frac{z^4M_0}{16}-\beta\Big(\frac{\pi^2z}{3}-\frac{z^3}{6}\Big)=\frac{2\pi^2z^3}{5}-\frac{z^5}{20}.$$

The three terms of the last product give, in order,

$$-\frac{z^7}{140}+\frac{7\pi^4z^3}{30}+\frac{31\pi^6z}{21},$$
$$\frac{7\pi^2z^5}{50}-\frac{7\pi^4z^3}{15}-\frac{98\pi^6z}{75},$$
$$\frac{49\pi^6z}{75}-\frac{49\pi^4z^3}{150}.$$

Their sum is $cz-14\pi^4z^3/25+7\pi^2z^5/50-z^7/140$.

Define $J_k=\int_0^{1/t}z^ke^z/(e^z-1)^2dz$ and $K=mGq_D^3/ne^2$. Then

$$A=Kt^3\Big[J_5+R^2t^2\Big(\frac{\pi^2}{3}J_5-\frac{J_7}{6}\Big)\Big],$$
$$B=Kt^3\Big[\frac{J_7}{2}-\frac{2\pi^2}{5}J_5+R^2t^2\Big(\frac{2\pi^2}{5}J_7-\frac{J_9}{20}\Big)\Big],$$
$$C=Kt^3\Big[\frac{3J_9}{10}+\frac{3\pi^2J_7}{5}+\frac{84\pi^4J_5}{25}+R^2t^2\Big(cJ_5-\frac{14\pi^4J_7}{25}+\frac{7\pi^2J_9}{50}-\frac{J_{11}}{140}\Big)\Big].$$

### The deviation

The minimum over $a$ lies at $a=-B/(C+c\rho_0)$, and

$$L_0TW=\rho_0+\frac{3}{\pi^2}\Big[A-\frac{B^2}{C+c\rho_0}\Big].$$

Phonons alone give the same expression with $\rho_0=0$, and impurities alone give $\rho_0$. Subtraction yields

$$L_0T(W-W_i-W_{ph})=\frac{3}{\pi^2}\,\frac{B^2\,c\rho_0}{C(C+c\rho_0)}\ge0 .$$

Phonons favour an admixture of $h$, while impurities penalize it. The compromise removes part of the reduction that phonons alone would allow. The deviation vanishes if $\rho_0=0$ or $B=0$.

### The largest relative deviation

Let

$$w=L_0TW_{ph}=\frac{3}{\pi^2}\Big(A-\frac{B^2}{C}\Big),\qquad s=\frac Cc,\qquad b=\frac{3B^2}{\pi^2C}.$$

Then

$$\delta=\frac{b\rho_0}{(\rho_0+s)(\rho_0+w)},\qquad \frac1\delta=\frac1b\Big(\rho_0+s+w+\frac{sw}{\rho_0}\Big).$$

At fixed temperature, $1/\delta$ is smallest when $1-sw/\rho_0^2=0$. Hence

$$\rho_0=\sqrt{sw},\qquad \delta_{max}=\frac{b}{(\sqrt s+\sqrt w)^2}.$$

For $T\ll\Theta$ the upper limit of $J_k$ may be taken to infinity, where $J_k=k!\,\zeta(k)$, and the turning terms drop out. Then $(A,B,C)=Kt^3(124.43,\,2049.8,\,179903)$. Since $s$, $w$ and $b$ all scale as $t^3$, $\delta$ depends on $\rho_0/t^3$ alone. Varying $T$ at fixed $\rho_0$ now gives the same maximum as varying $\rho_0$ at fixed $T$:

$$\rho_0=83.59\,Kt^3,\qquad T^*=\Theta\Big(\frac{\rho_0}{83.59K}\Big)^{1/3},\qquad \delta_{max}=1.67\ \%.$$

The impurity part is then 2.72 times the phonon part. Well below the maximum $\delta\approx b/\rho_0\propto T^3$. For $T^*\ll T\ll\Theta$, $\delta\approx b\rho_0/(sw)\propto T^{-3}$. This second range exists only in a very pure metal. In the copper example below, $T^*$ is too close to $\Theta$ for a clear $T^{-3}$ law.

### Numbers for the heat link

The constant $K$ is fixed by assigning the whole phonon electrical resistivity to the model's normal processes. This is a poor assumption for real copper, as the last section explains. With the usual trial function $g=1$ the energy-exchange term vanishes, and turning gives $\rho_{el}=KR^2t^5J_5$. Numerical integration at 293 K gives $\rho_{el}/K=0.3287$, hence $K=15.5/0.3287\approx47.16$ nΩ m. The single trial function gives an upper bound on $\rho_{el}$. A converged set of even functions gives 0.3277 and $K\approx47.29$ nΩ m, which would raise the phonon resistivities below by 0.3 % and lower $T^*$ by about 0.1 %. The low-temperature law predicts

$$T^*=330\Big(\frac{0.155}{83.59\times47.16}\Big)^{1/3}\mathrm K=11.2\ \mathrm K .$$

Numerical maximization with the complete $J_k$ gives $T^*=11.3$ K, or $0.034\,\Theta$. At this temperature $A=0.2322$, $B=3.857$ and $C=338.1$ nΩ m, so $B^2/C=0.0440$ nΩ m. Therefore

$$L_0TW_{ph}=0.3040\,(0.2322-0.0440)=0.0572\ \mathrm{n\Omega\,m}.$$

With $c\rho_0=122.6$ nΩ m, the deviation is

$$0.3040\times0.0440\times\frac{122.6}{338.1+122.6}=0.00356\ \mathrm{n\Omega\,m}.$$

Relative to $0.155+0.0572=0.2122$ nΩ m, this is **1.68 %**. In thermal units the deviation is $1.29\times10^{-5}$ m K/W out of a total $W=7.84\times10^{-4}$ m K/W. The conductivity is 1276 W/(m K), where the additive rule gives 1297 W/(m K).

A scan from 1 to 1000 K shows one maximum. The deviation is 0.59 % at 5 K, 1.01 % at 20 K and 0.31 % at 40 K. At 293 K it is below $10^{-4}$ %.

Purity moves the maximum. For $\rho_0=0.0155$ nΩ m it lies at 5.2 K with $\delta=1.67$ %, close to the cube-root law. For $\rho_0=1.55$ nΩ m it lies at 29.8 K with 1.94 %. The cube-root law would give 24.2 K, so at this higher temperature the finite limit of $J_k$ and the turning terms matter.

## Comparison

The scaling estimate of 23 K is about twice the two-function result. Two factors account for this. The maximum occurs at $\rho_0=2.72w$, not at equality, which lowers the temperature by $2.72^{1/3}=1.40$. The estimate also took $w=3.49\times5^3t^3=436\,t^3$ nΩ m, whereas the calculation gives $(83.59/2.72)Kt^3\approx1450\,t^3$ nΩ m, which lowers it by a further $3.32^{1/3}=1.49$. The estimated size, 2.9 %, has the right order, but it depends on the assumed resistivity ratio of 2 between the groups and is no test of the calculation.

A more serious comparison is with the same Boltzmann equation free of the two-function restriction. It was solved as a linear system on an energy grid from $x=-24$ to $24$ with step 0.1. Its largest deviation is **7.2 % at 15.4 K**. Two trial functions therefore give the sign and the order of the temperature, but they underestimate the size more than fourfold.

The values at 11.3 K show why:

| $L_0TW$ in nΩ m | Phonons alone | Both |
|---|---:|---:|
| $x$ alone | 0.0706 | 0.2256 |
| $x$ and $x^3$ | 0.0572 | 0.2158 |
| Grid solution | 0.0466 | 0.2139 |

Passing from two functions to the grid lowers the phonon value by 0.0106 but the combined value by just 0.0019, because impurities hold the distribution near $x$. The difference, about 0.0087 nΩ m, is added to the deviation. Each two-function $W$ is an upper bound, but a difference of upper bounds is not a bound. A modest error in $W$ can thus be a large error in the deviation.

This matters when $W_{ph}$ is extracted by subtracting $W_i$ from $W$. At 11.3 K the result exceeds $W_{ph}$ by $0.00356/0.0572=6$ % with two functions, and by $(0.2139-0.155-0.0466)/0.0466\approx26$ % on the grid.

## Relation to real copper

The inputs are rough values for copper with a residual resistance ratio near 100, and the results describe the model, not a measured sample. The phonon resistivity of 15.5 nΩ m is closer to copper's value at 273 K. At 293 K it is about 16.8 nΩ m, which would lower the two-function $T^*$ to 11.0 K and leave the largest deviation at 1.68 %. Some omitted effects are small at $T^*$. With $E_F=7.05$ eV, $k_BT/E_F=1.4\times10^{-4}$. The free-electron thermopower $S=\pi^2k_B^2T/(2eE_F)$ then gives a relative correction of order $S^2/L_0\sim10^{-7}$ to the conductivity. The electron-electron rate scale $(k_BT)^2/\hbar E_F$ is $5.5\times10^{-4}$ of the impurity rate $ne^2\rho_0/m$, apart from a numerical prefactor.

The calibration of $K$ is a much larger source of error. It assigns all of copper's room-temperature phonon resistivity to normal processes, although umklapp contributes much of it. For a rough scale, let the momentum transfer $Q$ continue from $q_D$ to $2k_F$, with the phonon frequency $\omega$ held at its Debye value and the squared coupling proportional to $Q^2/\omega$, which reduces to the earlier rule when $\omega\propto Q$. At high temperature the normal part is proportional to $\int_0^{q_D}Q^3dQ$ and the umklapp part to $q_D^{-2}\int_{q_D}^{2k_F}Q^5dQ$, which is about ten times larger. The coupling in a real metal weakens at large $Q$, so this is only a scale.

A value of $K$ ten times smaller has the same effect on $T^*$ and $\delta$ as a value of $\rho_0$ ten times larger, which moved the two-function maximum to 29.8 K above. Copper of this purity in fact conducts roughly 1700 W/(m K) at 11 K, and its conductivity peaks near 20 K. The values 11.3 K and 1276 W/(m K) therefore belong to the model and should not be used to design a copper link.

Anisotropy is not small either. Copper's Fermi surface has necks that reach the zone boundary, so a spherical surface misses both uneven scattering and low-temperature umklapp. As an illustration, let 20 % of the conduction, at equal scattering, come from a patch with twice the phonon resistivity $p$ of the rest. Matching the phonon-only value requires $p=0.9w$, and

$$L_0TW=\Big[\frac{0.8}{\rho_0+p}+\frac{0.2}{\rho_0+2p}\Big]^{-1}=0.2151\ \mathrm{n\Omega\,m}.$$

This exceeds $\rho_0+w$ by 1.35 %, nearly as much as the whole two-function deviation. The patch share and the rate ratio are assumed, so this shows the possible scale and is not a prediction for copper. Neither 1.7 % nor 7.2 % should be used as a correction to copper data without a calculation of its anisotropic scattering, umklapp included.
